# Mean displacement of a quantum oscillator with a weak cubic term

A particle of mass $m$ moves near the minimum $x=0$ of a potential that is slightly softer on one side than on the other:

$$H=\frac{p^2}{2m}+\frac12 kx^2-gx^3,\qquad k=m\omega^2 .$$

For $g>0$ the potential rises more slowly towards positive $x$. If $x$ is the change in length of a bond, positive $x$ is the stretched side. The questions are where the particle sits on average in each level, what this does to the bond length at temperature $T$, and what is left at absolute zero. Displacements are measured from the potential minimum, which is where a classical particle would rest at $T=0$.

### (a) What does "weak" mean, and does this Hamiltonian have stationary states?

**Solution.** Use the oscillator length $b=\sqrt{\hbar/m\omega}$ and write $x=b\xi$. Since $\hbar^2/(mb^2)=\hbar\omega$ and $kb^2=m\omega^2\,\hbar/(m\omega)=\hbar\omega$, the Hamiltonian becomes

$$\frac{H}{\hbar\omega}=-\frac12\frac{d^2}{d\xi^2}+\frac12\xi^2-c\,\xi^3,\qquad c=\frac{gb^3}{\hbar\omega}.$$

One pure number, $c$, measures the cubic term. In level $n$ the typical size of $\xi$ is $\sqrt{n+\frac12}$, so the ratio of cubic to quadratic energy is of order $c\sqrt{n+\frac12}$. A necessary condition for weakness is therefore

$$c^2\left(n+\tfrac12\right)\ll 1 .$$

Taken literally, the cubic potential has no lowest energy, because $-gx^3\to-\infty$ for large positive $x$. The slope $kx-3gx^2$ vanishes at $x=k/3g$, where the potential has a barrier of height

$$V_b=\frac k2\frac{k^2}{9g^2}-g\frac{k^3}{27g^3}=\frac{k^3}{54g^2}=\frac{\hbar\omega}{54c^2}.$$

A particle near $x=0$ can leak through this barrier, so the bare cubic well holds long-lived states and none that stay confined to it. Far out, where the momentum grows as $x^{3/2}$, the solutions fall only as $x^{-3/4}$: their norm converges at any energy, but $\langle x\rangle$ does not. The factor 54 shows that the condition above must hold by a wide margin: the unperturbed energy $\hbar\omega(n+\frac12)$ lies below the barrier only if $54c^2(n+\frac12)<1$. The cubic term lowers the levels at second order, so the actual level reaches the barrier at a somewhat larger value of this quantity. At $c=0.1$, $n=2$ the quantity $c^2(n+\frac12)$ is only 0.025, yet the level, lowered to about $2.1\,\hbar\omega$, is already above the barrier of $1.85\,\hbar\omega$.

The cure is to read the cubic term as the start of the Taylor series of a real potential, whose next term is of order $g^2x^4/k$. In scaled form this is $\kappa c^2\xi^4$ with $\kappa$ a number of order one. For $\kappa>0$ the potential is bounded below. Its slope is $\xi(1-3c\xi+4\kappa c^2\xi^2)$, and the bracket has no real zero when $9<16\kappa$, so for $\kappa>9/16$ there is a single minimum. The quartic term is of second order in $c$ and does not enter a first-order calculation.

### (b) Find the matrix elements of $x^3$ and the first-order energy shift.

**Solution.** Let $a$ and $a^\dagger$ be the ladder operators and $q=a+a^\dagger$, so that $\xi=q/\sqrt2$. Then

$$q|n\rangle=\sqrt n\,|n-1\rangle+\sqrt{n+1}\,|n+1\rangle .$$

Applying $q$ again gives

$$q^2|n\rangle=\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle .$$

In the third application, $|n+1\rangle$ is reached by going up from $|n\rangle$ and down from $|n+2\rangle$:

$$\langle n+1|q^3|n\rangle=(2n+1)\sqrt{n+1}+\sqrt{(n+1)(n+2)}\sqrt{n+2}=3(n+1)^{3/2}.$$

Likewise $|n-1\rangle$ is reached from $|n-2\rangle$ and from $|n\rangle$:

$$\langle n-1|q^3|n\rangle=\sqrt{n(n-1)}\sqrt{n-1}+(2n+1)\sqrt n=3n^{3/2}.$$

The remaining elements change $n$ by three:

$$\langle n+3|q^3|n\rangle=\sqrt{(n+1)(n+2)(n+3)},\qquad \langle n-3|q^3|n\rangle=\sqrt{n(n-1)(n-2)} .$$

The diagonal element is zero, because three steps of one cannot return to the start. The first-order energy shift $\langle n|(-gx^3)|n\rangle$ therefore vanishes. The cubic term can move the mean position at this order only by changing the state.

### (c) Find the mean displacement in level $n$ to first order in $g$.

**Solution.** The perturbation is $V=-c\,\hbar\omega\,\xi^3=-\dfrac{c\,\hbar\omega}{2\sqrt2}\,q^3$. The first-order state is

$$|\psi_n\rangle=|n\rangle+\sum_{j\neq n}A_j|j\rangle,\qquad A_j=\frac{\langle j|V|n\rangle}{E_n-E_j}.$$

For $j=n+1$ the denominator is $-\hbar\omega$, and the two minus signs cancel. For $j=n-1$ it is $+\hbar\omega$, and the minus sign of $V$ remains:

$$A_{n+1}=+\frac{3c}{2\sqrt2}(n+1)^{3/2},\qquad A_{n-1}=-\frac{3c}{2\sqrt2}\,n^{3/2}.$$

The states $j=n\pm3$ are also mixed in, but $\xi$ connects $|n\rangle$ only to its neighbours, so they do not affect the mean at this order. The norm of $|\psi_n\rangle$ differs from one at second order and can be left alone. All elements are real, so the two cross terms are equal:

$$\langle\xi\rangle_n=2\sum_jA_j\langle n|\xi|j\rangle=\frac{2}{\sqrt2}\left[\sqrt{n+1}\,A_{n+1}+\sqrt n\,A_{n-1}\right].$$

Inserting the amplitudes,

$$\langle\xi\rangle_n=\frac{2}{\sqrt2}\,\frac{3c}{2\sqrt2}\left[(n+1)^2-n^2\right]=\frac{3c}{2}(2n+1)=3c\left(n+\tfrac12\right).$$

To restore units, multiply by $b$ and use $b\,c=gb^4/\hbar\omega=g\hbar/(m^2\omega^3)$:

$$\boxed{\;\langle x\rangle_n=\frac{3g\hbar}{m^2\omega^3}\left(n+\tfrac12\right)\;}$$

The squares $(n+1)^2$ and $n^2$ come from mixing with the level above and the level below. These pull the mean in opposite directions, and their difference is linear in $n$. The ground state has no level below it, so nothing opposes the upward mixing, and a displacement $3g\hbar/(2m^2\omega^3)$ remains. It is a stretch for $g>0$ and a contraction for $g<0$.

### (d) Derive the same result from a balance of forces. Where does quantum mechanics enter?

**Solution.** In a bound stationary state, one that decays rapidly at large distance, the mean of $[p,H]$ is zero, because $H$ acting to either side gives the same energy. Since $[p,H]=-i\hbar\,dU/dx$, with $U$ the full potential, the mean force vanishes:

$$\left\langle\frac{dU}{dx}\right\rangle=k\langle x\rangle-3g\langle x^2\rangle+O(g^2)\langle x^3\rangle=0 .$$

The last term comes from the quartic part of $U$. As $\langle x^3\rangle$ vanishes for the pure oscillator, it is itself of order $g$, and the term is of order $g^3$. At leading order $\langle x^2\rangle$ takes its harmonic value. From the diagonal part of $q^2$ this is $b^2(2n+1)/2=b^2(n+\frac12)$. Hence

$$\langle x\rangle_n=\frac{3g}{k}\,b^2\left(n+\tfrac12\right)=\frac{3g}{k^2}\,\hbar\omega\left(n+\tfrac12\right),$$

where $kb^2=\hbar\omega$ was used. With $k=m\omega^2$ this is the result of part (c).

The balance shows the mechanism. A particle that spreads by equal amounts to both sides would feel a net outward force $3g\langle x^2\rangle$ from the cubic term. The mean must shift until the spring force $k\langle x\rangle$ cancels it. Any spread will do, whether thermal or quantum.

In terms of the oscillator energy the law reads $\langle x\rangle=3gE/k^2$, which contains no $\hbar$. Quantum mechanics enters through the values that $E$ may take, above all through the lowest one, $\hbar\omega/2$. At fixed $k$ and $g$ the zero-point displacement $3g\hbar\omega/(2k^2)$ varies as $m^{-1/2}$ and disappears for a very heavy particle. In a numerical diagonalization of a weakly anharmonic well held fixed, a fourfold mass gave a ground-state displacement 0.5000 times as large, as this law requires.

### (e) How large is the error of the first-order formula?

**Solution.** Let the potential be $\frac12\xi^2-c\xi^3+\kappa c^2\xi^4-\dots$, with each further power of $\xi$ bringing one more power of $c$. Replacing $\xi$ by $-\xi$ and $c$ by $-c$ together leaves the Hamiltonian unchanged. The energies are therefore even in $c$, and the mean displacement is odd:

$$\langle\xi\rangle_n=3c\left(n+\tfrac12\right)+O(c^3).$$

The relative error is of order $c^2$, with a coefficient that in general grows with $n$ and depends on the quartic and quintic terms. For excited levels it is roughly $c^2(n+\frac12)$ times a number: about 2 for the Morse well below or for a quartic term with $\kappa=1$, about 7 for $\kappa=0.6$ and about 15 for $\kappa=0$.

A Morse well provides a test with true bound states:

$$U(x)=D\left(1-e^{-ax}\right)^2=D\left(a^2x^2-a^3x^3+\tfrac{7}{12}a^4x^4-\dots\right).$$

Comparison with $\frac12kx^2-gx^3$ gives $k=2Da^2$ and $g=Da^3=ka/2$, hence $c=ab/2$. For $ab=0.01$, the mean positions of the six lowest levels, found by diagonalization on a grid, agree with the formula within 0.2 %. In a different well, with $c=0.005$ and the quartic term $c^2\xi^4$, they agree within 0.5 %. When $ab$ in the Morse well is halved from 0.04 to 0.02, the relative error for $n=3$ falls by a factor of 4 to within 0.15, as expected for an error of order $c^2$.

### (f) Find the mean displacement and the expansion coefficient at temperature $T$. What survives at $T=0$?

**Solution.** The level energies have no first-order shift, so to this order the Boltzmann weights are those of the harmonic oscillator. Let $y=\hbar\omega/(2k_BT)$. The partition function is

$$Z=\sum_{n=0}^\infty e^{-2y(n+1/2)}=\frac{e^{-y}}{1-e^{-2y}}=\frac{1}{2\sinh y}.$$

Differentiating $\ln Z$ with respect to $y$ brings down $-2(n+\frac12)$, so

$$\left\langle n+\tfrac12\right\rangle=-\frac12\frac{d\ln Z}{dy}=\frac12\coth y,\qquad \langle x\rangle_T=\frac{3g}{k^2}\,\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}.$$

Let $d$ be the bond length at the potential minimum, and define $\alpha=(1/d)\,d\langle x\rangle_T/dT$. Because $dy/dT=-y/T$, the derivative of $\coth y$ is $(-1/\sinh^2y)(-y/T)=y/(T\sinh^2y)$. With $\hbar\omega/2=k_BTy$ this gives

$$\alpha=\frac{3gk_B}{k^2d}\,\frac{y^2}{\sinh^2y}.$$

The last factor is the heat capacity of the oscillator divided by $k_B$.

**Cold limit.** For large $y$, $\coth y\to1+2e^{-2y}$ and $\sinh y\to e^y/2$, so

$$\langle x\rangle_T\to\frac{3g}{k^2}\hbar\omega\left(\tfrac12+e^{-\hbar\omega/k_BT}\right),\qquad \alpha\to\frac{3gk_B}{k^2d}\left(\frac{\hbar\omega}{k_BT}\right)^2e^{-\hbar\omega/k_BT}.$$

The displacement from the classical minimum survives at absolute zero, while the expansion coefficient vanishes. "Zero-point expansion" thus names an offset in length and not a response to heating.

**Hot limit.** For small $y$, $\coth y=1/y+y/3-\dots$, so

$$\langle x\rangle_T=\frac{3g}{k^2}\left[k_BT+\frac{(\hbar\omega)^2}{12k_BT}-\dots\right].$$

There is no constant term. In this model the straight line followed at high temperature, extended back to $T=0$, leads to the classical minimum. The actual length at $T=0$ lies above that line's end by the zero-point stretch. The line is an asymptote. A tangent drawn at finite $T$ ends above the minimum by about $\hbar\omega/3k_BT$ times the zero-point stretch, a quarter of it at 300 K in the example below. Higher anharmonic terms pull the intercept down: in the full Morse well it is 0.14 of the zero-point stretch at 300 K and slightly negative at 400 K.

The hot limit has an upper bound as well. The levels that carry weight must satisfy the condition of part (a), which with $n\sim k_BT/\hbar\omega$ means $c^2k_BT/\hbar\omega\ll1$, again by a wide margin. In the example below this quantity is 0.003 at 300 K, and the correction to the stretch is already 4 %.

### (g) Evaluate the result for a bond like those in copper wiring.

Take a reduced mass of 32 u, $\hbar\omega=20$ meV, $d=0.26$ nm and a Morse range parameter $a=12$ nm$^{-1}$. These are rough round values for one effective bond. The resulting $k$ is not the spring constant $\phi''$ of the pair potential. An fcc crystal with nearest-neighbour bonds has three modes and six bonds per atom, so classically $6\cdot\frac12\phi''\langle x^2\rangle=\frac32k_BT$ and $\langle x^2\rangle=k_BT/2\phi''$. The effective bond therefore has $k=2\phi''$, and its depth $D$ is likewise twice the pair depth.

**Solution.** The mass and frequency give $k=306.2$ eV/nm². The cubic constant is $g=ka/2=1837$ eV/nm³. The oscillator length is $b=8.08$ pm, so $c=ab/2=0.0485$ and the cubic term is weak. The zero-point stretch is

$$\langle x\rangle_0=\frac{3g\,\hbar\omega}{2k^2}=\frac{3\times1837\times0.020}{2\times(306.2)^2}\ \text{nm}=5.88\times10^{-4}\ \text{nm}=0.588\ \text{pm}.$$

This is 0.23 % of the bond length and about a tenth of the rms zero-point amplitude, $b/\sqrt2=5.7$ pm.

For the thermal values, $\hbar\omega/k_B=232$ K. At 300 K, $y=232/600=0.387$ and $\coth y=2.71$, so the stretch is $0.588\times2.71=1.59$ pm. The classical slope $3gk_B/(k^2d)$ is 19.5 ppm/K, and the factor $y^2/\sinh^2y=0.95$ lowers it to $\alpha=18.5$ ppm/K. At 77 K the model gives 9.6 ppm/K.

Between 4 K and 300 K the bond lengthens by $(1.595-0.588)/260=0.39$ % of $d$. The zero-point stretch is thus more than half as large as the whole thermal expansion up to room temperature. The hot straight line would reach 0.588 pm at $\hbar\omega/2k_B=116$ K, which is the temperature at which a classical oscillator has the energy $\hbar\omega/2$.

### (h) Which neglected effects matter most for these numbers?

**Solution.** *Higher anharmonic terms.* The full Morse well has depth $D=1.06$ eV, about 40 times $k_BT$ at 300 K. Its computed mean stretch exceeds the first-order value by 0.3 % in the ground state, 4 % at 300 K and 6 % at 400 K. The slope is more sensitive: $\alpha$ at 300 K becomes 20.2 instead of 18.5 ppm/K.

*Transverse vibration.* Let the ends of the bond also move sideways by a relative displacement $u$, and let $X$ be the change in their separation along the axis. The bond length is

$$\sqrt{(d+X)^2+u^2}\approx d+X+\frac{u^2}{2d}.$$

At leading order the force balance now fixes the mean of $X+u^2/2d$, so the mean separation is shorter by $\langle u^2\rangle/2d$. If each of the two transverse directions has the same variance $s^2$ as the motion along the bond, the shortening is $s^2/d$. The stretch is $3gs^2/k=\frac32as^2$, so

$$\frac{\text{shortening}}{\text{stretch}}=\frac{2}{3ad}=\frac{2}{3\times12\times0.26}=0.21 .$$

This is the largest of the corrections estimated here at room temperature. It lowers the first-order $\alpha$ at 300 K from 18.5 to about 15 ppm/K. Equal variances are an assumption, and they understate the effect. In an fcc crystal of nearest-neighbour Morse bonds with $\phi''=k/2$, treated quasi-harmonically, the transverse variance per direction is about 1.3 times the longitudinal one at 300 K. The ratio is then about 0.27, $\alpha$ is about 13 ppm/K to first order (14 ppm/K when the frequencies follow the expanding lattice), and the zero-point strain of the lattice spacing is about 0.17 % instead of 0.23 %.

*Many frequencies.* A solid has a spectrum of vibrations reaching down to low frequency. Replace the single frequency by a Debye spectrum with the same mean-square frequency, which has a Debye temperature of 300 K, and keep the same stretch per unit energy. The zero-point stretch then falls by 3 %. The cold behaviour changes far more. The number of modes excited at temperature $T$ is proportional to $T^3$, because the density of modes varies as $\omega^2$ and those with $\hbar\omega\lesssim k_BT$ take part. Hence the lattice part of $\alpha$ varies as $T^3$ in place of the exponential law. In a metal such as copper the conduction electrons add a term linear in $T$, which becomes comparable at a few kelvin. At 20 K the Debye estimate is 0.45 ppm/K, against 0.024 ppm/K for one frequency. The Debye figure is good only to about a factor of two: the fcc Morse crystal gives about 0.2 ppm/K. In that crystal every mode stretches the bonds by the same $3g/k^2$ per unit energy, so the gap has other causes. Its heat capacity at 20 K is somewhat smaller than the Debye one, which lowers the bond part to 0.38 ppm/K, and transverse motion removes a further 0.17 ppm/K from the lattice spacing. The single oscillator is therefore a fair model for the zero-point stretch of the bond length and a poor one for $\alpha$ far below 100 K.

*Escape from the bare cubic well.* If the potential is cut off after the cubic term, the barrier is $V_b=157.5$ meV. The tunnelling exponent, taken from the bottom of the well to the point $\xi=1/2c$ where the potential returns to zero, is

$$2\int_0^{1/2c}\xi\sqrt{1-2c\xi}\,d\xi=\frac{1}{2c^2}\int_0^1(1-s)\sqrt s\,ds=\frac{1}{2c^2}\left(\frac23-\frac25\right)=\frac{2}{15c^2},$$

with $s=1-2c\xi$. Its value is 57, and the factor $e^{-57}$ is of order $10^{-25}$, so the ground state of the bare cubic well is very long-lived. The exponent alone does not give a rate, since the zero-point energy and the prefactor are left out. Thermal escape is easier: $V_b$ is only 6 times $k_BT$ at 300 K. This leak is a product of the truncation, and the full Morse well does not have this barrier.

*The real case.* Copper expands by roughly 17 ppm/K at room temperature, so the model has the right size. Since its parameters are rough and its corrections reach 20 to 30 %, closer agreement would mean little. The calculation also assumes that the bond is free to change its length. A copper line on a chip breaks this assumption: if it is thin, well bonded and still elastic, its length follows the silicon beneath, which expands by roughly 3 ppm/K. The difference, about 14 ppm/K, is taken up as elastic strain along the line and produces thermal stress. The strain is 0.14 % per 100 K, about 170 MPa for a modulus near 120 GPa, so over a swing of several hundred kelvin the copper can yield and the elastic picture fails. A line enclosed in dielectric is also constrained sideways, which this one-dimensional estimate leaves out. The zero-point stretch adds nothing to that stress by itself, because it is already part of the length at which the line was deposited; what counts is the change in length from the stress-free temperature. The remaining values are in the numerical output.

## Computed results

```
reduced mass: 32 u
quantum hbar*omega: 20 meV
bond length d: 0.26 nm
Morse range parameter a: 12 1/nm
angular frequency: 3.039e+13 rad/s
spring constant k: 49.06 N/m
spring constant k: 306.2 eV/nm^2
cubic constant g: 1837 eV/nm^3
Morse depth D: 1.063 eV
length b: 8.082 pm
rms zero-point amplitude: 5.715 pm
cubic strength c: 0.0485 (no unit)
hbar*omega/kB: 232.1 K
n=0 stretch, first order: 0.5878 pm; full Morse: 0.5898 pm
n=1 stretch, first order: 1.7635 pm; full Morse: 1.7786 pm
n=2 stretch, first order: 2.9392 pm; full Morse: 2.9806 pm
n=3 stretch, first order: 4.1148 pm; full Morse: 4.1962 pm
zero-point strain: 0.226 %
hot line reaches zero-point stretch at: 116.0 K
hot-line slope alpha: 19.48 ppm/K
T=4 K: stretch 0.5878 pm, alpha 4.15e-21 ppm/K
T=20 K: stretch 0.5878 pm, alpha 0.0239 ppm/K
T=77 K: stretch 0.6485 pm, alpha 9.61 ppm/K
T=300 K: stretch 1.5947 pm, alpha 18.5 ppm/K
T=400 K: stretch 2.0828 pm, alpha 18.9 ppm/K
strain change 4 K to 300 K: 0.387 %
stretch ratio, mass x4 (weak-well test): 0.5000
full Morse stretch at 300 K: 1.6588 pm
full Morse excess at n=0: 0.34 %
full Morse excess at 300 K: 4.02 %
full Morse excess at 400 K: 5.59 %
full Morse alpha at 300 K: 20.22 ppm/K
transverse shortening / stretch: 21.4 %
transverse shortening at T=0: 0.1256 pm
Debye temperature, same mean-square freq.: 299.6 K
Debye / single-frequency zero-point stretch: 0.9682
Debye alpha at 20 K: 0.451 ppm/K
Debye / single-frequency alpha at 20 K: 18.8
bare cubic barrier: 157.5 meV
barrier / kB T at 300 K: 6.09
tunnelling exponent from well bottom: 56.7
tunnelling factor exp(-exponent): 2.4e-25
```
